# Optical spring and damping of a driven cavity with a movable boundary, part 2

A laser-driven optical mode is coupled to a vibrating boundary of a silicon cavity. The problem is how the light shifts, damps, amplifies or cools the vibration. SI units are used. Frequencies and rates in formulas are angular; values in MHz are divided by $2\pi$.

The boundary has mass $m$, frequency $\Omega$ and energy damping rate $\Gamma_m$; its displacement $x$ shifts the cavity frequency $\omega_c$ by $-Gx$. The optical energy decays at $\kappa$, of which $\kappa_{in}$ belongs to the input port. The laser has frequency $\omega_L$ and power $P$, with $\Delta_0=\omega_L-\omega_c$. At equilibrium the optical amplitude $\bar a$ is real and positive, and the photon number and displacement are

$$\bar n=|\bar a|^2=\frac{\kappa_{in}}{\Delta^2+\kappa^2/4}\,\frac{P}{\hbar\omega_L},\qquad
\bar x=\frac{\hbar G\bar n}{m\Omega^2}.$$

The detuning $\Delta=\Delta_0+G\bar x$ is negative for red and positive for blue.

For motion about equilibrium, $\delta F=\hbar G\bar a(\delta a+\delta a^*)$. Let $X$, $A$ and $B$ be the coefficients of $e^{-i\omega t}$ in $\delta x$, $\delta a$ and $\delta a^*$. The upper and lower sidebands in Part 1 follow from

$$\left[\frac{\kappa}{2}-i(\Delta+\omega)\right]A=iG\bar aX,\qquad
\left[\frac{\kappa}{2}+i(\Delta-\omega)\right]B=-iG\bar aX .$$

The optical force is $-k_{opt}\delta x-m\Gamma_{opt}\delta\dot x$, with

$$k_{opt}=\frac{2\hbar G^2\bar n\Delta(\Delta^2-\omega^2+\kappa^2/4)}{D_+D_-},\qquad
\Gamma_{opt}=-\frac{2\hbar G^2\bar n\kappa\Delta}{mD_+D_-},$$

and $D_\pm=(\Delta\pm\omega)^2+\kappa^2/4$, evaluated at $\omega=\Omega$ unless another argument is shown. At nonzero detuning the spring changes sign at $|\Delta|=\sqrt{\omega^2-\kappa^2/4}$.

The zero-point amplitude and coupling rates are

$$x_0=\sqrt{\frac{\hbar}{2m\Omega}},\qquad g_0=Gx_0,\qquad g=g_0\sqrt{\bar n},$$

which give

$$\Gamma_{opt}(\Omega)=g^2\kappa\left(\frac1{D_+}-\frac1{D_-}\right),\qquad
\frac{k_{opt}(\Omega)}{2m\Omega}=g^2\left(\frac{\Delta+\Omega}{D_+}+\frac{\Delta-\Omega}{D_-}\right).$$

Without an external force, the $e^{-i\omega t}$ motion obeys

$$m(\Omega^2-\omega^2-i\omega\Gamma_m)+k_{opt}(\omega)-i\omega m\Gamma_{opt}(\omega)=0 .$$

When the shift and damping are small beside $\Omega$ and $\kappa$, the frequency shift is $k_{opt}(\Omega)/(2m\Omega)$ and the energy decays at $\Gamma_{tot}=\Gamma_m+\Gamma_{opt}$. At $\Delta=-\Omega$ with $\kappa\ll\Omega$, the formula gives an optical damping close to $4g^2/\kappa$; the true value is larger by about $\Gamma_{tot}/\kappa$, relative to itself.

The example has wavelength 1550 nm, $\Omega$ = 5000 MHz, $\kappa$ = 500 MHz, $\kappa_{in}=\kappa/2$, $m$ = 100 fg, $G/2\pi$ = 250 GHz/nm, mechanical quality factor 2000, 300 K and 200 photons.

### Stability

For growth or decay at any rate, put $s=-i\omega$. The sum of the two sideband terms in Part 1 is then

$$\frac{\delta F}{X}=\hbar G^2\bar n\left[\frac{i}{s+\kappa/2-i\Delta}-\frac{i}{s+\kappa/2+i\Delta}\right]=-\frac{2\hbar G^2\bar n\Delta}{(s+\kappa/2)^2+\Delta^2}.$$

Multiplying the equation of motion by the denominator gives a fourth-degree polynomial whose roots are the growth rates of the coupled system:

$$p(s)=m(s^2+\Gamma_ms+\Omega^2)\left[\left(s+\frac{\kappa}{2}\right)^2+\Delta^2\right]+2\hbar G^2\bar n\Delta .$$

At $\bar n=0$ all roots have negative real parts. Let $\bar n$ rise at fixed $\Delta$. Instability begins when a root reaches the imaginary axis, where $\omega$ is real and the imaginary part of the equation of motion requires

$$\omega\left[\Gamma_m+\Gamma_{opt}(\omega)\right]=0 .$$

For red detuning the bracket is positive at every $\omega$, so a root can cross only at $\omega=0$. There the real part requires $m\Omega^2+k_{opt}(0)=0$. Beyond that point

$$p(0)=\left(\Delta^2+\frac{\kappa^2}{4}\right)\left[m\Omega^2+k_{opt}(0)\right]$$

is negative while $p(s)$ is positive for large positive $s$, so a positive real root exists. The linearized red-detuned system is therefore stable exactly when $m\Omega^2+k_{opt}(0)>0$. In a random scan of 3000 red-detuned cases, with $\kappa$ and $|\Delta|$ between $0.1\Omega$ and $10\Omega$ and $g$ between $0.01\Omega$ and about $3\Omega$, the roots gave 2334 stable and 666 unstable cases. All agreed with this criterion.

For blue detuning $k_{opt}(0)$ is positive, so no root crosses at zero frequency. The crossing is oscillatory and occurs when $\Gamma_m+\Gamma_{opt}$ vanishes at the actual oscillation frequency, which is close to $\Omega$ for weak coupling. Below this threshold the motion is amplified but still settles. Above it, the motion grows until nonlinear terms limit it, and the linear formulas no longer describe the final state.

### From damping to cooling

Damping alone does not fix the temperature, because the light also brings noise. Let all optical inputs be in vacuum apart from the coherent laser amplitude. The mode fluctuation, for a boundary at rest, then has the correlation

$$\langle\delta a(t)\,\delta a^\dagger(0)\rangle=e^{i\Delta t-\kappa|t|/2}.$$

It equals 1 at $t=0$, as the commutator requires for a mode in vacuum, and it evolves with the detuning and amplitude decay of the cavity. The other pair correlations vanish. Since $\delta F=\hbar G\bar a(\delta a+\delta a^\dagger)$, the force spectrum is

$$S_F(\omega)=\int_{-\infty}^{\infty}e^{i\omega t}\langle\delta F(t)\delta F(0)\rangle dt=\frac{\hbar^2G^2\bar n\,\kappa}{(\Delta+\omega)^2+\kappa^2/4}.$$

The interaction is $-\delta F\,\delta x$, with $\delta x=x_0(b+b^\dagger)$. In first-order perturbation theory the part with $b$, which varies as $e^{-i\Omega t}$, removes a phonon at a rate proportional to $S_F(+\Omega)$. The part with $b^\dagger$ adds one at a rate proportional to $S_F(-\Omega)$. For $N$ phonons the matrix elements give the rates $NA_{down}$ and $(N+1)A_{up}$, where

$$A_{down}=\frac{x_0^2}{\hbar^2}S_F(\Omega)=\frac{g^2\kappa}{D_+},\qquad
A_{up}=\frac{x_0^2}{\hbar^2}S_F(-\Omega)=\frac{g^2\kappa}{D_-}.$$

Their difference is $\Gamma_{opt}$, so the quantum rates reproduce the classical damping. A thermal bath of occupation $n_{th}$ adds the rates $N\Gamma_m(n_{th}+1)$ and $(N+1)\Gamma_mn_{th}$. The mean phonon number obeys

$$\frac{d\langle N\rangle}{dt}=-(\Gamma_m+\Gamma_{opt})\langle N\rangle+A_{up}+\Gamma_mn_{th},$$

because the terms in $\langle N\rangle n_{th}$ cancel. If $\Gamma_{tot}>0$, the steady value is

$$n_f=\frac{A_{up}+\Gamma_mn_{th}}{\Gamma_m+\Gamma_{opt}}.$$

For red detuning, $n_f<n_{th}$ is equivalent to

$$n_{th}>\frac{A_{up}}{\Gamma_{opt}}=\frac{D_+}{D_--D_+}=\frac{(\Delta+\Omega)^2+\kappa^2/4}{4|\Delta|\Omega}.$$

The right side is the back-action floor. Red light cools the vibration if the bath occupation lies above this value and heats it if the bath occupation lies below, although it adds damping in both cases. At $\Delta=-\Omega$ the floor is $(\kappa/4\Omega)^2$.

The rate result was compared with the steady covariances of the linear quantum equations. The cases were $\Delta=-1.5\Omega$, $\kappa=3\Omega$ with $n_{th}=20$ and $0$, and $\Delta=-\Omega$, $\kappa=0.2\Omega$ with $n_{th}=20$, all at weak coupling. The largest relative difference was 0.1 %. In the case with $n_{th}=0$ the light heated the boundary to more than 0.1 phonon.

### Worked example

The example uses round parameters: wavelength 1550 nm, $\Omega$ = 5000 MHz, $\kappa$ = 500 MHz, $\kappa_{in}=\kappa/2$, $m$ = 100 fg, $G/2\pi$ = 250 GHz/nm, a mechanical quality factor of 2000, and 300 K. The photon number is held at 200, so the power changes with detuning.

The zero-point amplitude is 4.097 fm. Hence $g_0/2\pi$ is $250\ \text{GHz/nm}\times4.097\times10^{-6}\ \text{nm}$, or 1.024 MHz, and $g=1.024\sqrt{200}=14.5$ MHz. The intrinsic damping is $5000/2000=2.5$ MHz.

At $\Delta=-\Omega$ the damping is close to

$$\frac{4g^2}{\kappa}=\frac{4\times14.48^2}{500}=1.68\ \text{MHz}.$$

The roots of the coupled system give 1.69 MHz. The difference is 0.85 % of the formula value; the estimate $\Gamma_{tot}/\kappa=4.18/500$ gives 0.84 %. Reducing the photon number and $\Gamma_m$ tenfold reduced the difference to 0.084 %.

At $\Delta=-4750$ MHz the upper sideband is 250 MHz above resonance. In MHz², $D_+=250^2+250^2=1.25\times10^5$ and $D_-=9750^2+250^2=9.51\times10^7$. The shift is

$$14.48^2\left(\frac{250}{1.25\times10^5}-\frac{9750}{9.51\times10^7}\right)=0.398\ \text{MHz}.$$

At $-5250$ MHz the first term changes sign while the second stays negative, and the shift is −0.440 MHz. At $-5000$ MHz the first term vanishes and −0.021 MHz remains. The optical spring at $-4750$ MHz is 15.7 N/m, small beside the mechanical stiffness of $9.87\times10^4$ N/m.

At $\Delta=-\Omega$ the bath occupation of 1250 falls to

$$n_f\approx\frac{2.5\times1250}{2.5+1.677}\approx748,$$

which corresponds to 180 K. The covariance equations give 750. The floor of $6\times10^{-4}$ phonon plays no part here; the limit is the mechanical damping, which ties the vibration to the warm bath. At $\Delta=+\Omega$ the total damping is $2.5-1.677=0.823$ MHz, and the occupation rises to about 3800, or about 910 K. Self-oscillation begins at

$$\bar n=200\times\frac{2.5}{1.677}=298$$

photons, and the roots give the same value.

### Comparison with real silicon devices

These numbers lie in the regime of silicon optomechanical-crystal nanobeams, which have gigahertz vibrations, femtometre zero-point amplitudes and $g_0$ of roughly 1 MHz. In such a device $G$ includes the photoelastic change of index as well as the moving surfaces, and the photoelastic part can be as large as the surface part or larger. The formulas hold for the total $G$, but the force is then not only a pressure on the boundary. The mechanical quality factor of 2000 is a rough room-temperature value; at cryogenic temperature it can be far higher.

Real silicon breaks the assumption that $\omega_c$ and $\kappa$ do not depend on the light. With the rough material constants listed in the numerical output, two-photon absorption adds 2.4 MHz of loss, about 0.5 % of $\kappa$. The Kerr effect, free carriers and heating shift the cavity by −4.9, +1.6 and −9.9 MHz. The carrier term is a simple Drude estimate and could be roughly ten times larger, which would reverse the sign of the summed shift. At $\Delta=-\Omega$ and a fixed photon number, $\Gamma_{opt}$ is close to $4g^2/\kappa$, so 0.5 % more loss lowers it by about 0.5 %. Two-photon loss also grows with the photon number, so it damps the sidebands about twice as strongly as the mean field, and the reduction becomes about 1 %. At fixed laser power the photon number changes too, by an amount that depends on the uncertain shifts. The estimated heating is 1 mK, negligible at 300 K. It cannot be carried over to cryogenic operation, where heat capacity and thermal conductance are different. The thermal shift follows the 5000 MHz motion with a factor of only $3\times10^{-5}$ for a thermal time of 1 µs. A direct thermoelastic force was not estimated. Free-carrier absorption is not included either. Both it and the carrier shift grow with the carrier lifetime, taken here as 1 ns; for a lifetime ten times longer they can rival or exceed the two-photon loss and the other shifts.

Thermal motion without light moves the cavity by 51 MHz rms, a tenth of $\kappa$. A sinusoidal motion of that rms size changes $\Gamma_{opt}$ at $-\Omega$ by 0.005 %, so the linear treatment is adequate there.

### Use in a calculation

If laser power and frequency are given instead of $\bar n$ and $\Delta$, the equilibrium must be solved first. Inserting $\bar x$ into $\Delta$ gives

$$\bar n\left[\left(\Delta_0+\frac{\hbar G^2\bar n}{m\Omega^2}\right)^2+\frac{\kappa^2}{4}\right]=\frac{\kappa_{in}P}{\hbar\omega_L}.$$

This cubic can have more than one positive solution, and each must be tested for stability. In the example the displacement term is $2g^2/\Omega=0.08$ MHz and can be ignored. The heating and Kerr shifts estimated above are about 120 and 60 times larger and are not contained in this cubic. For a real silicon device the light-induced cavity shifts, including that of the carriers, must be added to the equilibrium detuning. For the Kerr shift this is not enough. It follows the photon number without delay, so the sidebands see it twice, like two-photon loss. At a fixed equilibrium detuning the estimated 4.9 MHz moves the sign change of the spring from −4994 to −4999 MHz and changes the frequency shift at $\Delta=-\Omega$ from −0.021 to about −0.005 MHz. Together with two-photon loss it changes the damping at −5250 and −4750 MHz by about +2 % and −2 %.

Comparisons at fixed power differ from those at fixed photon number. Here 200 photons need 16.1 µW at $|\Delta|=\Omega$ but 0.04 µW on resonance. When $\Gamma_{tot}$ or the frequency shift is no longer small beside $\kappa$, the roots of $p(s)$ should replace the coefficients taken at $\Omega$.

## Calculated quantities

```
INPUT wavelength 1550 nm, temperature 300 K
INPUT Omega/2pi 5000 MHz, kappa/2pi 500 MHz
INPUT mass 100 fg, mechanical Q 2000
INPUT G/2pi 250 GHz/nm, photons 200
INPUT input-port share of kappa 0.50
Zero-point amplitude 4.097 fm
g0/2pi 1.0242 MHz, g/2pi 14.484 MHz
Intrinsic damping/2pi 2.500 MHz
Bath occupation 1249.7
Mechanical stiffness 9.87e+04 N/m
TABLE at fixed photon number; all rates /2pi in MHz
detuning | G_opt formula, eigen | shift formula, eigen | power uW
   -5250 |   0.8382   0.8368 |  -0.4401  -0.4430 |  17.796
   -5000 |   1.6774   1.6916 |  -0.0210  -0.0211 |  16.145
   -4750 |   0.8381   0.8367 |   0.3981   0.4007 |  14.575
       0 |  -0.0000   0.0000 |  -0.0000  -0.0002 |   0.040
    4750 |  -0.8381  -0.8395 |  -0.3981  -0.3996 |  14.575
    5000 |  -1.6774  -1.6801 |   0.0210   0.0208 |  16.145
    5250 |  -0.8382  -0.8396 |   0.4401   0.4413 |  17.796
k_opt at detuning -Omega+kappa/2: 15.716 N/m
Static k_opt/(m Omega^2) at -Omega: -3.348e-05
Occupation red -Omega: rates 747.9, covariance 750.4; T_eff 179.6 K
Occupation blue +Omega: rates 3799.8, covariance 3787.1; T_eff 911.9 K
Back-action floor at -Omega: 6.250e-04 phonons
Blue threshold photons: formula 298.09, eigenvalue 298.09
ROUGH index 3.5, TPA 0.8 cm/GW, n2 4e-18 m2/W
ROUGH mode volume 0.10 um3, dn/dT 1.8e-04 1/K
ROUGH absorption/2pi 10 MHz, R_th 5e+05 K/W, tau_th 1.0 us
ROUGH carrier life 1.0 ns, masses 0.26 0.39 m_e
Two-photon loss/2pi 2.394 MHz
Cavity shifts/2pi: Kerr -4.853, carriers 1.641, heat -9.928 MHz
Mean carrier pairs 1.50; absorbed power 1.996 nW; heating 0.998 mK
G_opt change if net shift is not retuned: -0.276 %
Thermal response factor 1/(Omega tau_th): 3.18e-05
Thermal rms G*x/2pi 51.21 MHz; G_opt change -0.0052 %
TEST force law, error/energy: 8.1e-10
TEST forced response, largest error: 1.4e-06
TEST delay, relative error: 5.4e-04
TEST ring rates (Omega=1) red: 0.00821, formula 0.00809
TEST ring rates (Omega=1) blue: -0.00600, formula -0.00609
TEST red stability: 2334 stable, 666 unstable, all matched
TEST occupation, largest relative error: 1.1e-03
TEST eigenvalue error, full and tenth rates: 8.5e-03 8.4e-04
```
